# Critical Thickness of a Polar Overlayer on a Nonpolar Insulator: a program that tests the result

```python
# Result under test: a polar film with D = 0 reaches the potential limit at
#   t_c = eps0 * eps_r * V_lim / P0
# P0: zero-field polarization (C/m^2), eps_r: relative permittivity,
# V_lim: potential drop at which electrons cross the film (V).
# z runs from the free surface to the interface; P0 points along +z.
# Lengths are in nm, fields in V/nm, energies per area in J/m^2.
import math
import numpy as np
from scipy.constants import e, epsilon_0
from scipy.optimize import brentq, minimize_scalar

P0 = 0.53
eps_r = 24.0
V_lim = 3.3
eps0 = epsilon_0 * 1e9          # C/m^2 per V/nm


def critical_thickness(permittivity):
    return eps0 * permittivity * V_lim / P0


t_c = critical_thickness(eps_r)


# Energy before any elimination: vacuum field energy plus the elastic
# cost of the induced polarization, with D equal to the free charge.
def relaxed_film(free_charge):
    def density(p_ind):
        field = (free_charge - P0 - p_ind) / eps0
        return (0.5 * eps0 * field**2
                + p_ind**2 / (2 * eps0 * (eps_r - 1)))
    best = minimize_scalar(density, bracket=(-1.0, 0.0))
    field = (free_charge - P0 - best.x) / eps0
    return best.fun, best.x, field


def total_energy(free_charge, thickness):
    return thickness * relaxed_film(free_charge)[0] + free_charge * V_lim


def transferred_charge(thickness):
    best = minimize_scalar(lambda s: total_energy(s, thickness),
                           bounds=(0.0, P0), method="bounded",
                           options={"xatol": 1e-9})
    return best.x


# Field and polarization of the uncompensated film
_, p_induced, field_0 = relaxed_film(0.0)
p_total = P0 + p_induced
assert abs(field_0 + P0 / (eps0 * eps_r)) < 1e-5
assert abs(p_total - P0 / eps_r) < 1e-6


# Onset of charge transfer from the slope of the minimized energy
def slope_at_zero(thickness):
    d = 0.01
    return (total_energy(d, thickness)
            - total_energy(-d, thickness)) / (2 * d)


t_onset = brentq(slope_at_zero, 0.2, 5.0)
assert abs(t_onset - t_c) < 1e-6

# Transferred charge below and above the threshold
t_thin, t_thick = 1.0, 2.0
s_thin = transferred_charge(t_thin)
s_thick = transferred_charge(t_thick)
assert s_thin < 1e-5
assert abs(s_thick - P0 * (1 - t_c / t_thick)) < 1e-5
drop_thick = abs(relaxed_film(s_thick)[2]) * t_thick
assert abs(drop_thick - V_lim) < 1e-4

# Explicit charged sheets: -e/a^2 and +e/a^2 in each cubic cell
a = math.sqrt(e / (2 * P0)) * 1e9
sheet = e / (a * 1e-9)**2


def sheet_stack(cells):
    start = np.arange(cells) * a
    pos = np.concatenate([start + a / 4, start + 3 * a / 4])
    charge = np.concatenate([-sheet * np.ones(cells),
                             sheet * np.ones(cells)])
    n = 400 * cells
    step = cells * a / n
    z = (np.arange(n) + 0.5) * step
    signs = np.sign(z[:, None] - pos[None, :])
    field = signs @ charge / (2 * eps0 * eps_r)
    dipole_density = np.sum(charge * pos) / (cells * a)
    return abs(np.sum(field) * step), dipole_density


drops = {}
for cells in range(1, 8):
    drops[cells], dipole_density = sheet_stack(cells)
    assert abs(dipole_density - P0) < 1e-10
    assert abs(drops[cells] - P0 * cells * a / (eps0 * eps_r)) < 1e-9
first_cells = min(n for n, v in drops.items() if v > V_lim)
assert first_cells == math.ceil(t_c / a)

# The estimate asked for
assert abs(t_c - 1.3) < 0.05

print(f"Zero-field polarization P0: {P0:.2f} C/m^2")
print(f"Relative permittivity: {eps_r:.0f}")
print(f"Potential limit: {V_lim:.1f} V")
print(f"Vacuum permittivity: {epsilon_0:.4e} F/m")
print(f"Field magnitude in film: {abs(field_0):.3f} V/nm")
print(f"Induced polarization: {p_induced:.3f} C/m^2")
print(f"Total polarization at D = 0: {p_total:.4f} C/m^2")
print(f"Critical thickness, formula: {t_c:.3f} nm")
print(f"Onset thickness, energy minimum: {t_onset:.3f} nm")
print(f"Cell side for e/2 per cell area: {a:.3f} nm")
print(f"Critical thickness in cells: {t_c / a:.2f}")
print(f"Potential drop per cell: {drops[1]:.3f} V")
print(f"Potential drop, 3 cells: {drops[3]:.2f} V")
print(f"Potential drop, 4 cells: {drops[4]:.2f} V")
print(f"First whole number of cells above limit: {first_cells}")
print(f"Thickness of that film: {first_cells * a:.2f} nm")
for other in (20.0, 28.0):
    print(f"Critical thickness for permittivity {other:.0f}: "
          f"{critical_thickness(other):.2f} nm")
print(f"Transferred charge at {t_thin:.1f} nm: {s_thin:.3f} C/m^2")
print(f"Transferred charge at {t_thick:.1f} nm: {s_thick:.3f} C/m^2")
print(f"Potential drop at {t_thick:.1f} nm: {drop_thick:.2f} V")
print("all assertions hold")
```

Printed output:

```
Zero-field polarization P0: 0.53 C/m^2
Relative permittivity: 24
Potential limit: 3.3 V
Vacuum permittivity: 8.8542e-12 F/m
Field magnitude in film: 2.494 V/nm
Induced polarization: -0.508 C/m^2
Total polarization at D = 0: 0.0221 C/m^2
Critical thickness, formula: 1.323 nm
Onset thickness, energy minimum: 1.323 nm
Cell side for e/2 per cell area: 0.389 nm
Critical thickness in cells: 3.40
Potential drop per cell: 0.970 V
Potential drop, 3 cells: 2.91 V
Potential drop, 4 cells: 3.88 V
First whole number of cells above limit: 4
Thickness of that film: 1.56 nm
Critical thickness for permittivity 20: 1.10 nm
Critical thickness for permittivity 28: 1.54 nm
Transferred charge at 1.0 nm: 0.000 C/m^2
Transferred charge at 2.0 nm: 0.179 C/m^2
Potential drop at 2.0 nm: 3.30 V
all assertions hold
```
